\section*{The Midgap End State of an Alternating-Bond Chain}

\section{The decision: how to end a slab}

A surface calculation for a semiconductor can replace the half-infinite crystal by a slab, which has a back face as well as the face of interest. Two choices must be made before the run: whether the back face needs a passivating layer, and how many atomic layers keep the two faces apart. Both depend in part on whether a cut leaves a state in the gap and on how fast that state decays inwards. A chain with alternating bonds answers both questions in closed form, and its assumptions can then be relaxed one at a time.

\section{Three sites}

Number the sites $1,2,3$. Each carries one orbital, and all orbital energies are equal and taken as zero. Electrons are independent, the orbitals are orthonormal, and only neighbours are coupled. The matrix element is $-t_1$ between sites 1 and 2 and $-t_2$ between 2 and 3, with $t_1,t_2>0$. For amplitudes $\psi_j$ at energy $E$,
\begin{align}
E\psi_1&=-t_1\psi_2,\\
E\psi_2&=-t_1\psi_1-t_2\psi_3,\\
E\psi_3&=-t_2\psi_2 .
\end{align}
At $E=0$ the first equation gives $\psi_2=0$, which also satisfies the third. The second then requires
\begin{equation}
\psi_3=-\frac{t_1}{t_2}\,\psi_1 .
\end{equation}
The two contributions arriving at site 2 cancel. If $t_1<t_2$, the larger amplitude sits at the end with the weak bond. As $t_1\to0$ site 1 is isolated and holds the whole state, as it must.

\section{The half-infinite chain}

Continue the pattern without end: $-t_1$ on bonds 1--2, 3--4, \dots, and $-t_2$ on bonds 2--3, 4--5, \dots. Group the sites in pairs. Cell $n=1,2,\dots$ has amplitude $a_n$ on its odd site and $b_n$ on its even site, so that
\begin{align}
E a_n&=-t_1 b_n-t_2 b_{n-1},\label{odd}\\
E b_n&=-t_1 a_n-t_2 a_{n+1}.\label{even}
\end{align}
Site 1 has no left neighbour. Equation \eqref{odd} therefore holds for $n=1$ as well, provided that
\begin{equation}
b_0=0 .\label{cut}
\end{equation}
This condition is the surface.

Set $E=0$. Equation \eqref{odd} becomes $b_n=-(t_2/t_1)b_{n-1}$. Starting from $b_0=0$, every $b_n$ vanishes. Equation \eqref{even} becomes
\begin{equation}
a_{n+1}=-r\,a_n,\qquad r=\frac{t_1}{t_2},
\qquad a_n=(-r)^{n-1}a_1 .\label{state}
\end{equation}
The hopping ratio is thus the factor per cell of two sites, not per site, and the even sites are empty. The norm is a geometric series,
\begin{equation}
\sum_{n=1}^{\infty}|a_n|^2=|a_1|^2\sum_{n=1}^{\infty}r^{2(n-1)}
=\frac{|a_1|^2}{1-r^2},
\end{equation}
which converges only for $r<1$. Normalization then gives
\begin{equation}
|a_1|^2=1-r^2 .\label{weight}
\end{equation}

\textbf{Limits.} For $r\to0$ the state is a single dangling orbital. For $r\to1$ the end weight goes to zero and the state spreads into the chain. For $r>1$ the solution grows inwards and is not a state of the half-infinite chain. The extreme case $t_2=0$ shows why: the chain falls into pairs with levels $\pm t_1$, and no orbital is left over.

\section{Is zero energy midgap, and is the state alone?}

Away from the end, try $a_n=A\lambda^n$ and $b_n=B\lambda^n$. Equations \eqref{odd} and \eqref{even} give
\begin{equation}
EA=-\left(t_1+\frac{t_2}{\lambda}\right)B,\qquad
EB=-(t_1+t_2\lambda)A .
\end{equation}
A nonzero solution requires the determinant to vanish:
\begin{align}
E^2&=\left(t_1+\frac{t_2}{\lambda}\right)(t_1+t_2\lambda)\nonumber\\
&=t_1^2+t_2^2+t_1t_2\left(\lambda+\frac1\lambda\right).\label{disp}
\end{align}
Bulk waves have $\lambda=e^{ik}$, hence $E^2=t_1^2+t_2^2+2t_1t_2\cos k$. The smallest and largest values of $|E|$ are $|t_2-t_1|$, at $k=\pi$, and $t_1+t_2$, at $k=0$. The gap is
\begin{equation}
E_{\rm gap}=2|t_2-t_1|,
\end{equation}
and zero energy is its centre.

To look for other bound states, note that \eqref{odd} and \eqref{even} carry the pair $(b_{n-1},a_n)$ linearly to $(b_n,a_{n+1})$. The eigenvalues of this map are the two roots of \eqref{disp}, whose product is 1. There are three cases.

\emph{Outside the bands}, $\lambda+1/\lambda$ is real and larger than 2 in magnitude, so one root is smaller than 1 in magnitude and the other larger. A normalizable state contains the decaying root alone, which means $b_1=\lambda b_0$. The cut \eqref{cut} makes $b_1$, and then every $b_n$, zero. Equation \eqref{odd} at $n=1$ reduces to $Ea_1=0$. Since $a_1=0$ would remove the whole state, $E=0$.

\emph{Inside the bands} both roots have magnitude 1 and are different. The solution is a sum of two waves that do not decay.

\emph{At a band edge} the roots coincide at $\lambda=\pm1$. The solution keeps its size or grows linearly with $n$, and again cannot be normalized.

So for $r<1$ the half-infinite chain has one bound state, and for $r\ge1$ it has none. The numerical output supports both statements for $t_1=3.464$ eV and $t_2=4.350$ eV. The weight of a zero-energy state on the end site, taken from the Green function of a very long chain, is 0.3658 when the weak bond is terminal and zero when the two bonds are exchanged. A chain of 400 sites has two states outside the bands when both ends are weak, one for each end, and none when both are strong.

\section{What if the surface bonds differ from the bulk?}

Surface atoms relax, so let the terminal bond alone change to $t_1'$. At $E=0$ the even amplitudes still vanish, and the odd ones obey
\begin{equation}
a_2=-\frac{t_1'}{t_2}a_1,\qquad a_{n+1}=-r\,a_n\quad(n\ge2).
\end{equation}
The sum of squares converges if $r<1$, whatever the value of $t_1'$. This state stays at zero energy, and $t_1'$ changes only how its weight is divided between the end site and the rest. A sufficiently strong terminal bond also binds a pair of levels outside the bands, one above and one below. ``Terminal bond weaker than the next'' is therefore a statement about the repeating pattern. Weakening one terminal bond of a chain with $r>1$, without cutting it, does not create a zero-energy bound state, because the amplitudes still grow further in. The gap need not stay empty, however: a sufficiently weak terminal bond leaves two levels in it, equally far above and below zero. The next section shows how such a pair arises.

\section{Passivation: adding one orbital}

Attach an orbital at zero energy to site 1 with matrix element $-t_H$. It takes the place of site 0, so its amplitude is $b_0$, now free to be nonzero. At $E=0$ three things follow:
\begin{align}
\text{added site:}\quad &0=-t_Ha_1\ \Rightarrow\ a_1=0\ \Rightarrow\ a_n=0,\\
\text{site 1:}\quad &0=-t_Hb_0-t_1b_1\ \Rightarrow\ b_1=-\frac{t_H}{t_1}b_0,\\
\text{further in:}\quad &b_n=-\frac{t_2}{t_1}b_{n-1}\quad(n\ge2).
\end{align}
For $r<1$ the last line grows, so no zero-energy bound state survives for any $t_H\ne0$.

This does not yet mean a clean gap. For small $t_H$ the added orbital and the old end state are two levels at zero, coupled by $-t_Ha_1$ with $a_1=\sqrt{1-r^2}$. To leading order they split into
\begin{equation}
E=\pm t_H\sqrt{1-r^2},
\end{equation}
and both lie in the gap. In the other case, $t_H=t_2$, the new chain simply begins with its strong bond, and the previous section but one shows that it has no bound state. A weaker bond already suffices. The pair leaves the gap when it reaches the edge $E=t_2-t_1$, where the bulk solution is $a_n=b_n=(-1)^n$. The equation on site 1 then requires an amplitude $t_2/t_H$ on the added orbital, and the equation on the added site requires $t_H/E$, so $t_H^2=t_2(t_2-t_1)$. The same matching at the outer edge gives $t_H^2=t_2(t_2+t_1)$, beyond which a pair is bound outside the bands. Within this model, with the added orbital at zero energy, no bound state remains for $t_2(t_2-t_1)<t_H^2<t_2(t_2+t_1)$, a range that contains the strength of the bond that was cut.

\section{Two faces: how thick must the slab be?}

Take $N$ cells, ending on the even site of cell $N$. Both ends are weak. The left state is $a_n=c(-r)^{n-1}$. Its mirror image lives on the even sites, $b_n=c(-r)^{N-n}$. For $r^{2N}\ll1$, $c^2\simeq1-r^2$.

Let $H$ act on the right state. On an odd site with $n\ge2$ the result is
\begin{equation}
-t_1b_n-t_2b_{n-1}=-t_1b_n+t_2r\,b_n=0,
\end{equation}
because $b_{n-1}=-r\,b_n$ and $t_2r=t_1$. On site 1 the second term is missing, and $-t_1b_1$ remains. The matrix element between the two end states is therefore
\begin{align}
\langle L|H|R\rangle&=c\,(-t_1)\,c\,(-r)^{N-1}\nonumber\\
&=c^2\,t_2\,(-r)^N ,
\end{align}
where $-t_1=t_2(-r)$ was used. Each state has zero mean energy, since $H$ only connects odd to even sites. The two levels are then, to leading order in $r^N$,
\begin{equation}
E_\pm\simeq\pm t_2\,r^N(1-r^2).\label{split}
\end{equation}
If the splitting $2|E_\pm|$ must stay below a $\delta$ that is small beside the gap, so that the leading order applies, the chain needs
\begin{equation}
N>\frac{\ln\left[2t_2(1-r^2)/\delta\right]}{\ln(1/r)} .
\end{equation}
As $r\to1$ the denominator approaches $(t_2-t_1)/t_2=E_{\rm gap}/(2t_2)$. The numerator approaches $\ln(2E_{\rm gap}/\delta)$, because $2t_2(1-r^2)=E_{\rm gap}(1+r)$. If $\delta$ is chosen as a fixed small fraction of the gap, the numerator stays constant and the required $N$ grows as $t_2/E_{\rm gap}$. In that sense a small gap requires a thick slab.

\section{What moves the level off midgap}

The zero-energy argument used equal site energies and coupling between odd and even sites only. For small departures, first-order perturbation theory applies to the isolated level.

\textbf{Site energies.} If the odd site of cell $n$ has energy $\epsilon_n$, the level moves by
\begin{equation}
\Delta E=(1-r^2)\sum_{n=1}^{\infty}\epsilon_n r^{2(n-1)} .\label{site}
\end{equation}
Even sites do not contribute at this order because the state is absent there. A shift $U$ of the end site alone gives $\Delta E=U(1-r^2)$.

\textbf{Hopping within a sublattice.} Let $+s$ connect every site to its second neighbours. The level moves by
\begin{align}
2s\sum_{n=1}^{\infty}a_na_{n+1}
&=2s(1-r^2)\sum_{n=1}^{\infty}(-r)\,r^{2(n-1)}\nonumber\\
&=-2sr .
\end{align}
The bulk bands move too. Both gain $2s\cos k$, which is $-2s$ at $k=\pi$, where the gap edges remain for small $s$. Relative to the gap centre,
\begin{equation}
\Delta E=-2sr-(-2s)=2s(1-r).
\end{equation}

\section{A semiconductor surface: Ge(111)}

\subsection{Finding the chain in the crystal}

Give each Ge atom four $sp^3$ hybrids, $h_i=(s+\sqrt3\,p_i)/2$, where $p_i$ points along bond $i$. Two bond directions have cosine $-1/3$, so the coupling of two hybrids on one atom is
\begin{equation}
\frac14\left[\epsilon_s+3\epsilon_p\left(-\frac13\right)\right]
=\frac{\epsilon_s-\epsilon_p}{4}\equiv-V_1 .
\end{equation}
Two hybrids that share a bond are coupled by $-V_2$, and all other couplings are dropped.

Cut the crystal so that each surface atom has one hybrid $h_0$ pointing outwards and three back bonds. At zero in-plane wavevector the three back hybrids act through their symmetric sum $\sigma=(h_1+h_2+h_3)/\sqrt3$, for which
\begin{equation}
\langle h_0|H|\sigma\rangle=\frac{3(-V_1)}{\sqrt3}=-\sqrt3\,V_1 .
\end{equation}
The sums $\sigma$ of the two atoms in a bilayer are coupled by $-V_2$. So are the $h_0$ hybrids that face each other between bilayers. The path $h_0,\sigma,\sigma',h_0',\dots$ is an alternating chain with
\begin{equation}
t_1=\sqrt3\,V_1,\qquad t_2=V_2 .
\end{equation}
One cell is one atom, and a bilayer holds two cells. The weak terminal ``bond'' is the coupling inside the surface atom, and the strong one is the chemical bond behind it.

The site energies are not equal, however. A hybrid has energy $\epsilon_h$, while $\sigma$ has $\epsilon_h-2V_1$, because each back hybrid couples to two others. Measured from the mean $\epsilon_h-V_1$, the pattern is $+V_1,-V_1,-V_1,+V_1$, repeated.

\subsection{Numbers for the chain}

Rough inputs are an $s$--$p$ splitting of 8 eV, a gap of 0.7 eV and a lattice constant of 0.57 nm. The first gives $V_1=8/4=2.0$ eV. At the zone centre of the four-hybrid crystal, the bonding $p$ level is $\epsilon_h+V_1-V_2$ and the antibonding $s$ level is $\epsilon_h-3V_1+V_2$. Their difference is $2V_2-4V_1$ and their mean is $\epsilon_h-V_1$. Matching the gap fixes $V_2=(0.7+8.0)/2=4.35$ eV. Then
\begin{equation}
t_1=3.464\ \text{eV},\qquad r=\frac{3.464}{4.350}=0.796,
\qquad 1-r^2=0.366 .
\end{equation}
The outward hybrid holds 37\% of the probability and the first bilayer 60\%. The bilayer spacing is $0.57/\sqrt3=0.329$ nm, and the amplitude is multiplied by $r^2=0.634$ across it. The amplitude decay length is
\begin{equation}
\ell=\frac{0.329\ \text{nm}}{2\ln(1/0.796)}=0.72\ \text{nm}.
\end{equation}
For 30 cells, which is 15 bilayers or 4.9 nm, \eqref{split} gives a splitting of $2(4.35)(0.796)^{30}(0.366)$ eV, or 3.4 meV with unrounded $r$. Diagonalization of the same chain agrees to the printed digits.

An end-site shift of 0.20 eV moves the level by 0.073 eV, and a second-neighbour hopping of 0.05 eV by 0.020 eV. First-order theory and diagonalization agree in both cases to 0.1 meV.

\subsection{Restoring the unequal site energies}

The odd sites carry $+V_1,-V_1,+V_1,\dots$, so \eqref{site} gives
\begin{equation}
\Delta E=V_1(1-r^2)\sum_{n=1}^{\infty}(-r^2)^{n-1}
=V_1\frac{1-r^2}{1+r^2}=0.45\ \text{eV}.
\end{equation}
This is no small correction. It exceeds half the real gap, and $V_1$ itself exceeds half the chain gap of 1.77 eV, so first order cannot be trusted here.

Diagonalizing a slab of 50 bilayers with all four hybrids, its back dangling hybrids removed, settles the matter within the four-hybrid model. One level lies inside the 0.70 eV gap, 0.17 eV above the centre and 0.18 eV below the conduction edge. The end state survives, but not at midgap, and it is no longer alone: a second surface level, 4.9 eV above the centre in a gap between conduction bands, holds 42\% of the dangling hybrid. Its amplitude is now multiplied by 0.844 per bilayer, and the decay length is 1.9 nm instead of 0.72 nm.

This changes the thickness decision. Over 15 bilayers the decay factor is $0.844^{15}\approx0.08$, against $0.634^{15}\approx0.001$ for the simple chain. With both faces left dangling, a four-hybrid slab of 15 bilayers has its two gap levels split by 86 meV, against 3.4 meV for the simple chain, so a slab sized with the simple chain would be too thin.

\subsection{Beside the real surface}

The coupling $V_2$ was adjusted to the gap, so the gap is an input and not a prediction. Real Ge also has an indirect gap, whereas in this model the lowest conduction level lies at the zone centre. The two upper valence bands of the model are flat, so it does not describe the masses of holes. The restriction to zero in-plane wavevector matters most among the effects sized here. At the point M, the middle of an edge of the surface zone, the state with 67\% of its weight on the dangling hybrid lies 2.5 eV above the gap centre, about 2.4 eV higher than at zero wavevector. A single midgap level is therefore not a picture of the whole surface band, even in this model. The rise belongs to the model, whose couplings were fixed by an $s$--$p$ splitting and a gap alone. Neither its size nor its direction carries over to real Ge: a nearest-neighbour $sp^3s^*$ description fitted to the Ge bands places the dangling level at M about 0.3 eV below the valence-band top.

The clean Ge(111) surface also reconstructs, which saturates many of the dangling bonds and breaks the assumption of an ideal cut. The resulting shift cannot be obtained from this model. Nor can the effect of electron repulsion in a half-filled dangling orbital. Thermal energy at 300 K, 0.026 eV, is small beside the 0.18 eV to the nearest band edge, but that distance holds only at zero wavevector. The surface band of the model rises above the conduction minimum about 8\% of the way to M and lies inside the 0.70 eV gap over less than 1\% of the surface zone, so it could not stay half filled without passing electrons to the conduction band.

For the slab, the chain supplies the reason for passivating the back face: the cut leaves a weakly coupled orbital in front of a strong bond, and a strong bond to an added atom removes the gap state when the orbital energies match. The decay found in the four-hybrid model gives only a first estimate of the thickness. In the actual surface calculation, layers should be added until both the surface levels and the band edges of the slab stop moving, since confinement in a thin slab shifts the band edges as well.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough values for Ge)
s-p splitting                        8.0 eV
band gap                             0.7 eV
lattice constant                     0.57 nm
V1, hybrids on one atom              2.00 eV
V2, hybrids across a bond            4.35 eV
(111) bilayer spacing                0.329 nm
ALTERNATING CHAIN
terminal hopping t1                  3.464 eV
next hopping t2                      4.350 eV
ratio r = t1/t2                      0.7963
computed amplitude ratio per cell    -0.7963
amplitude ratio per bilayer          0.6342
chain gap                            1.772 eV
size of end-state energy             9e-17 eV
probability on site 1                0.3658
probability on site 3                0.2320
probability on site 5                0.1471
probability on site 7                0.0933
probability in first bilayer         0.5978
zero-energy end weight, weak end     0.3658
zero-energy end weight, strong end   0.0000
states outside bands, two weak ends  2
states outside bands, strong ends    0
amplitude decay length               0.723 nm
film: number of cells                30
film thickness                       4.94 nm
film splitting 2E, diagonalized      3.434 meV
film splitting 2E, formula           3.434 meV
NEGLECTED EFFECTS (levels from gap centre)
end-site shift U                     0.20 eV
level with U, diagonalized           0.0731 eV
level with U, first order            0.0732 eV
same-sublattice hopping s            0.05 eV
level with s, diagonalized           0.0204 eV
level with s, first order            0.0204 eV
site energies +V1,-V1: first order   0.448 eV
thermal energy at 300 K              0.0259 eV
FULL FOUR-HYBRID MODEL
bulk gap                             0.700 eV
surface level, zero wavevector       0.169 eV
same level above valence top         0.519 eV
same level below conduction edge     0.181 eV
amplitude ratio per bilayer          0.8440
amplitude decay length               1.941 nm
surface level at M                   2.522 eV
dangling-hybrid weight at M          0.666
\end{verbatim}
